# The p-wave polarization barrier of argon and its limits

A slow electron approaches a free argon atom in its ground state. The nucleus is taken as infinitely heavy, and zero energy means an electron at rest far away. Atomic units are used in the algebra: \(\hbar=m_e=e=4\pi\varepsilon_0=1\), lengths are in bohr (\(a_0\)) and energies in hartree. Energies are discussed in eV. In parts (a) to (d) the atom is a point that responds to a field only through its static dipole polarizability \(\alpha\). Part (e) asks what this leaves out.

## Part (a): the effective potential

**Question.** Derive the radial equation for an electron of angular momentum \(l\), including the potential energy due to the dipole that it induces in the atom. Specialize to \(l=1\).

**Answer.** Write the wave function as \(\psi=P_l(\mathbf r)\,g(r)\), where \(P_l\) is a homogeneous polynomial of degree \(l\) with \(\nabla^2P_l=0\). For \(l=1\) one may take \(P_1=z\). Since \(\nabla g=g'\,\mathbf r/r\) and homogeneity gives \(\mathbf r\cdot\nabla P_l=lP_l\),

\[
\nabla^2(P_lg)=P_l\left(g''+\frac{2}{r}g'\right)+2\nabla P_l\cdot\nabla g
=P_l\left(g''+\frac{2(l+1)}{r}g'\right).
\]

Set \(n=l+1\) and \(g=u/r^n\). Then

\[
g'=\frac{u'}{r^n}-\frac{nu}{r^{n+1}},\qquad
g''=\frac{u''}{r^n}-\frac{2nu'}{r^{n+1}}+\frac{n(n+1)u}{r^{n+2}} .
\]

In \(g''+2ng'/r\) the terms in \(u'\) cancel. The coefficient of \(u/r^{n+2}\) is \(n(n+1)-2n^2=n(1-n)=-l(l+1)\). The kinetic operator \(-\tfrac12\nabla^2\) therefore acts on \(u\) as

\[
-\frac12u''+\frac{l(l+1)}{2r^2}u .
\]

The second term is the centrifugal energy, positive because angular motion costs kinetic energy.

For the polarization energy, let the electron be far enough away that its field is nearly uniform across the atom, with magnitude \(F=1/r^2\). Creating a dipole \(p\) costs \(p^2/(2\alpha)\), and the dipole gains \(-pF\) in the field:

\[
W(p)=\frac{p^2}{2\alpha}-pF .
\]

The minimum is at \(p=\alpha F\), so

\[
V_{\rm pol}=\frac{\alpha F^2}{2}-\alpha F^2=-\frac{\alpha F^2}{2}=-\frac{\alpha}{2r^4}.
\]

The factor \(1/2\) is the cost of building up the dipole. Using the minimum at each \(r\) assumes that the atom adjusts at once to the electron's position. For \(l=1\) the radial equation is

\[
-\frac12u''+V(r)u=Eu,\qquad V(r)=\frac1{r^2}-\frac{\alpha}{2r^4}.
\]

## Part (b): the barrier maximum

**Question.** Show that \(V(r)\) has a single maximum, and that for \(\alpha=11.08\) atomic units its height is about 1.23 eV.

**Answer.** Differentiation gives

\[
V'(r)=-\frac2{r^3}+\frac{2\alpha}{r^5}=\frac{2}{r^5}(\alpha-r^2).
\]

The slope is positive for \(r<\sqrt\alpha\) and negative for \(r>\sqrt\alpha\). The one stationary point is therefore a maximum, at \(r_b=\sqrt\alpha\). Its height is

\[
V_b=\frac1\alpha-\frac{\alpha}{2\alpha^2}=\frac1{2\alpha}.
\]

At the top, attraction cancels half of the centrifugal energy. For argon,

\[
r_b=\sqrt{11.08}\,a_0=3.329\,a_0=0.1761\ \mathrm{nm},
\]

\[
V_b=\frac{1}{22.16}\ \text{hartree}=0.04513\times27.2114\ \mathrm{eV}=1.228\ \mathrm{eV}\approx1.23\ \mathrm{eV}.
\]

The two contributions are \(2.456\) eV and \(-1.228\) eV. Numerical maximization of the same potential written in SI quantities also gives 1.228 eV.

A more polarizable atom has a lower barrier farther out, because \(V_b\propto1/\alpha\) and \(r_b\propto\sqrt\alpha\).

## Part (c): other partial waves

**Question.** Find the barrier for general \(l\). What happens for s waves, and how far can the d-wave result be trusted?

**Answer.** Put \(L=l(l+1)\). For \(L>0\),

\[
V_l=\frac{L}{2r^2}-\frac{\alpha}{2r^4},\qquad
V_l'=-\frac{L}{r^3}+\frac{2\alpha}{r^5}=0
\quad\Rightarrow\quad r_l^2=\frac{2\alpha}{L}.
\]

Substitution gives

\[
V_l(r_l)=\frac{L^2}{4\alpha}-\frac{L^2}{8\alpha}=\frac{[l(l+1)]^2}{8\alpha}.
\]

With \(L=2\) this returns \(1/(2\alpha)\). For \(l=0\) the centrifugal term is absent and the potential is attractive at every distance, so there is no barrier.

For \(l=2\), \(L^2=36\), and the height is nine times the p-wave value, about 11.1 eV. The maximum lies at \(r_b/\sqrt3\approx1.92\,a_0\). The electron's field there is far from uniform across the atom, so the d-wave number is a property of the formula and not a usable estimate for argon.

## Part (d): is the barrier a threshold?

**Question.** Show that the p-wave penetration probability depends on energy through \(E/V_b\) alone. Define it by a purely inward wave at small \(r\), and interpret its values at \(E/V_b=0.5\), 1 and 2.

**Answer.** Let \(r=\sqrt\alpha\,x\) and \(E=\epsilon V_b=\epsilon/(2\alpha)\). The radial equation becomes

\[
-\frac{1}{2\alpha}\frac{d^2u}{dx^2}+\left(\frac{1}{\alpha x^2}-\frac{1}{2\alpha x^4}\right)u=\frac{\epsilon}{2\alpha}u .
\]

Multiplication by \(-2\alpha\) and rearrangement give

\[
\frac{d^2u}{dx^2}=\left(\frac2{x^2}-\frac1{x^4}-\epsilon\right)u .
\]

The polarizability has disappeared. Changing \(\alpha\) rescales the barrier but cannot make it more nearly classical at a fixed \(E/V_b\).

At small \(x\), \(\epsilon\) is negligible beside \(1/x^4\). A solution is then

\[
u=(x+ix^2)e^{i/x},\qquad
u'=\left(2+2ix-\frac ix\right)e^{i/x}.
\]

Differentiating once more,

\[
u''=\left(2i+\frac2x-\frac i{x^2}-\frac1{x^3}\right)e^{i/x}
=\left(\frac2{x^2}-\frac1{x^4}\right)u,
\]

as required. With the time factor \(e^{-iEt}\), a point of constant phase moves towards smaller \(x\). The flux, in these scaled units, is

\[
\operatorname{Im}(u^*u')=x\left(2x-\frac1x\right)-2x^2=-1 ,
\]

where the minus sign means inward.

At large \(x\) the polarization term is negligible. With \(\kappa=\sqrt\epsilon\), the free p waves are

\[
h_\pm=e^{\pm i\kappa x}\left(1\pm\frac{i}{\kappa x}\right),\qquad u=Ah_-+Bh_+ .
\]

Their fluxes are \(\pm\kappa\), as the limit of large \(x\) shows. The interference terms in \(u^*u'\) are complex conjugates of each other, because \(h_-^*=h_+\), and so add nothing to the imaginary part. For real \(\epsilon\) and a real potential the flux is independent of \(x\), hence

\[
\kappa(|B|^2-|A|^2)=-1,\qquad
T=\frac{1}{\kappa|A|^2},\qquad
\frac{|B|^2}{|A|^2}=1-T .
\]

Numerical integration between the two regions gives:

| \(E/V_b\) | Penetration \(T\) |
|---|---:|
| 0.5 | 0.154 |
| 1 | 0.360 |
| 2 | 0.646 |

A classical particle would be stopped at half the barrier energy and would pass at twice that energy. The wave penetrates appreciably in the first case and is strongly reflected in the second. The barrier energy is therefore a scale over which penetration grows, and no sharp threshold.

The inward condition measures passage to small \(x\) in the point model, mainly through the barrier but also past the steep attractive tail: the s wave, which has no barrier, gives \(T=0.88\), 0.94 and 0.97 at the same three energies. The condition is imposed at distances that lie inside a real argon atom, so the tabulated values belong to the model. It does not say that argon captures the electron: in elastic scattering the flux that enters comes out again, and the effect of the barrier appears in the p-wave phase shift.

## Part (e): argon in a processing plasma

**Question.** Relate the barrier to an argon plasma with a rough electron temperature of 3 eV. Then assess the point model from the Hartree–Fock values supplied in the answer.

**Answer.** Assume a Maxwellian distribution with \(k_BT_e=3\) eV, and let \(b=V_b/(k_BT_e)=1.228/3=0.409\). With \(E=k_BT_e\,t^2\), the fraction of electrons below the barrier energy is

\[
f=\frac4{\sqrt\pi}\int_0^{\sqrt b}t^2e^{-t^2}dt
=\operatorname{erf}(\sqrt b)-2\sqrt{\frac b\pi}\,e^{-b}=0.155 .
\]

The integral follows by parts, from \(t^2e^{-t^2}=-\tfrac t2\,\frac{d}{dt}e^{-t^2}\). About 15% of the electrons thus have \(E<V_b\). This is a population, not a fraction of collisions: a collision rate also needs the speed and the cross section. A real discharge need not be Maxwellian, which would change \(f\) but not \(V_b\).

The larger question is whether an atom can be treated as a point at \(3.33\,a_0\). A restricted Hartree–Fock calculation for free argon in the aug-cc-pVTZ basis gives these energies at \(r_b\):

| Contribution | Energy (eV) |
|---|---:|
| Static potential of the undistorted atom | −0.21 |
| Polarization by a fixed electron | −1.14 |
| Correction for the electron's motion | +0.30 |
| Local equivalent of exchange, free p wave | −1.99 |

The second entry replaces the point value of \(-1.228\) eV. It includes penetration of the charge cloud and higher multipoles, within the basis. With the first two entries, the potential at \(r_b\) is \(2.46-0.21-1.14=1.11\) eV. The maximum of this modified potential is 1.13 eV, at \(3.54\,a_0\), about 8% below the point-model height. That small difference is partly an accident, because the Hartree–Fock calculation in this basis gives a polarizability of 10.44 and not 11.08. With 10.44 the point law gives \(-1.16\) eV at \(r_b\), so most of the weakening of the polarization from \(-1.23\) to \(-1.14\) eV comes from the smaller polarizability and little from the finite distance. The point-model height for 10.44 is 1.30 eV, and the modified maximum lies about 13% below that.

The motion correction arises because the atomic state \(\Phi(\mathbf r)\) changes as the electron moves. For a product \(\chi(\mathbf r)\Phi(\mathbf r)\) with real, normalized \(\Phi\), \(\langle\Phi|\nabla\Phi\rangle=0\). The kinetic energy then contains the extra positive term \(\tfrac12\sum_j\langle\partial_j\Phi|\partial_j\Phi\rangle\). At long range, first-order perturbation theory makes the admixture of each excited state \(n\) proportional to its dipole matrix element times \(r_i/r^3\), divided by \(E_n-E_0\). On the \(z\) axis the derivatives of \(r_i/r^3\) form the matrix \(\mathrm{diag}(1,1,-2)/r^3\), whose squared elements sum to \(6/r^6\). The correction is therefore

\[
\frac12\,\frac{6\beta}{r^6}=\frac{3\beta}{r^6},\qquad
\beta=\sum_{n\ne0}\frac{|\langle n|z|0\rangle|^2}{(E_n-E_0)^2},
\]

where \(z\) is summed over the atomic electrons. At \(12\,a_0\) the computed correction is 1.031 times this law, with \(\beta=6.25\) taken as the squared norm of the first-order change of the Hartree–Fock determinant, divided by the squared field (for exact states this equals the sum above; the sum over time-dependent Hartree–Fock states in the same basis is 7.31, about 17% larger, so the long-range size of the motion term is uncertain by at least that much). The fixed-electron polarization there is 1.018 times \(-\alpha/(2r^4)\), with the Hartree–Fock value \(\alpha=10.44\). The long-range laws thus hold well at that distance.

Exchange gives the largest entry in the table. Its local equivalent is

\[
-\frac{1}{\chi(\mathbf r)}\sum_i\phi_i(\mathbf r)\int\frac{\phi_i(\mathbf r')\chi(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r' ,
\]

where \(\phi_i\) are the nine occupied spatial orbitals and \(\chi\) is a free p wave of energy \(V_b\). Its magnitude, about 2 eV, exceeds the barrier height. It should not be added to \(V(r)\), nor read as the error of the barrier. Exchange is a nonlocal operator, and its local equivalent depends strongly on the choice of \(\chi\). Adding a multiple of an occupied orbital to \(\chi\) changes this value, although it leaves the antisymmetrized state of all the electrons unchanged. With \(\chi\) made orthogonal to the occupied orbitals, the same expression gives \(+0.07\) eV at \(r_b\) in place of \(-1.99\) eV. The static and motion entries give firmer evidence: they are about 17% and 24% of the barrier height. Although they have opposite signs, effects of this size mean that the point model cannot be trusted to fix a barrier for real argon to within a few percent.

The Hartree–Fock estimates also omit correlation among the atomic electrons and are limited by the basis. In the larger aug-cc-pVQZ basis the polarizability rises from 10.44 to 10.70, the static and polarization entries become \(-0.20\) and \(-1.18\) eV, and the modified maximum moves to 1.10 eV at \(3.57\,a_0\). That is about 10% below 1.23 eV and still about 13% below the point-model height for that polarizability; the motion and exchange entries keep the digits shown. The aug-cc-pVTZ polarizability is about 6% below the given 11.08, and at least 0.26 of that gap of 0.64 is due to the basis; inserted in \(1/(2\alpha)\), it would raise the point-model height to 1.30 eV. For plasma modelling, 1.23 eV is thus an energy scale of the long-range p-wave potential. Cross sections require phase shifts from a calculation that includes exchange and the short-range structure of the atom. The values in the two tables are collected in the numerical output below.

## Computed results

```
Argon polarizability: 11.08 atomic units
Barrier radius: 3.329 bohr
Barrier radius: 0.1761 nm
Barrier height: 0.04513 hartree
Barrier height: 1.2280 eV
Hartree conversion: 27.2114 eV/hartree
Centrifugal term at top: 2.456 eV
Point polarization at top: -1.228 eV
Barrier height from SI maximization: 1.2280 eV
Penetration at 0.5 barrier heights: 0.154 (fraction)
Penetration at 1.0 barrier heights: 0.360 (fraction)
Penetration at 2.0 barrier heights: 0.646 (fraction)
Rough plasma electron temperature: 3.0 eV
Maxwellian fraction below barrier: 0.155 (fraction)
Hartree-Fock free argon, aug-cc-pVTZ:
Computed polarizability: 10.44 atomic units
Computed beta: 6.25 atomic units
Far-distance test radius: 12.0 bohr
Far polarization / point law: 1.018 (ratio)
Far motion term / 3 beta r^-6: 1.031 (ratio)
Energies at the point-model barrier radius:
Static potential: -0.206 eV
Finite-distance polarization: -1.140 eV
Motion correction: 0.297 eV
Exchange equivalent, free p wave: -1.992 eV
Barrier with static and fixed-electron polarization:
Radius: 3.54 bohr
Height: 1.13 eV
```
